# Static dielectric eigenvectors as a fixed basis for the RPA energy

## Problem

A closed-shell molecule has real orbitals $\phi_i$ (occupied) and $\phi_a$ (virtual) in a finite orbital basis, with all gaps $d_{ia}=\varepsilon_a-\varepsilon_i>0$. Hartree atomic units are used. The Coulomb integrals

$$V_{ia,jb}=\iint\frac{\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_j(\mathbf r')\phi_b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'$$

form a positive semidefinite matrix, because the Coulomb kernel is positive. It can therefore be factored as $V=BB^T$. The row $B_{ia}$ is a vector with $N$ components, where $N$ is the number of pairs $ia$. At imaginary frequency $i\omega$ the symmetrized dielectric matrix is $1+\Pi(\omega)$, with

$$\Pi(\omega)=\sum_{ia}\frac{4d_{ia}}{d_{ia}^2+\omega^2}\,B_{ia}B_{ia}^T .$$

The direct random-phase approximation (RPA), which has no exchange in the response, is taken in the form

$$E_c=\frac1{2\pi}\int_0^\infty \mathrm{Tr}\,f(\Pi(\omega))\,d\omega,\qquad f(x)=\ln(1+x)-x .$$

Let $u_k$ be the orthonormal eigenvectors of $\Pi(0)$, with eigenvalues $\lambda_1\ge\lambda_2\ge\dots$, and let $U_M$ hold the first $M$ of them as columns. Define $E_M$ by replacing $\Pi(\omega)$ with $U_M^T\Pi(\omega)U_M$ at every frequency. The logarithm then needs matrices of size $M$ instead of $N$.

1. What does $\lambda_k$ measure physically?
2. On which side of $E_c$ does $E_M$ lie, and how does it compare with the best choice of $M$ vectors made afresh at each frequency?
3. Where does the error come from?
4. Find an upper bound on the error that needs no frequency grid.
5. Evaluate the frequency integral in $E_M$ analytically.
6. How large must $M$ be for LiH?

## Hints

1. Apply a weak potential with matrix elements $W_{ia}=B_{ia}\cdot u_k$ to independent electrons and use second-order perturbation theory.
2. The $k$-th largest eigenvalue of a symmetric matrix is the maximum, over $k$-dimensional subspaces, of the smallest Rayleigh quotient in the subspace. Look at the sign of $f'$.
3. Write $\Pi(\omega)$ in blocks of kept and discarded vectors. Add and subtract the logarithm of the discarded block.
4. Compare the logarithms alone, and leave the trace over.
5. Use $\det(1+G^TG)=\det(1+GG^T)$.

## Solution

### 1. The static eigenvalues

With two electrons in each occupied orbital and a perturbation $tW$, the second-order energy is $-2t^2\sum_{ia}W_{ia}^2/d_{ia}$. Elements of $W$ between occupied orbitals do not contribute, since their terms cancel in pairs. Two derivatives with respect to $t$ give

$$\frac{d^2E}{dt^2}=-4\sum_{ia}\frac{(B_{ia}\cdot u_k)^2}{d_{ia}}=-u_k^T\Pi(0)u_k=-\lambda_k .$$

So $\lambda_k$ is the static polarizability of the independent electrons for the potential shape $u_k$. The normalization of $u_k$ fixes the size of this potential. A charge $\sum_{jb}c_{jb}\phi_j\phi_b$ produces a potential with elements $W=Vc=B(B^Tc)$, so $u=B^Tc$ and $|u|^2=c^TVc$ is the Coulomb self-interaction of that charge. This is why $\lambda_k$ carries no unit. The leading vectors describe the potentials to which the independent electrons respond most strongly at zero frequency, per unit Coulomb self-interaction of the source. Nothing yet says that they remain the strongest at other frequencies.

### 2. The sign of the error

Let $\lambda_k(\omega)$ be the ordered eigenvalues of $\Pi(\omega)$ and $\mu_k(\omega)$ those of $U_M^T\Pi(\omega)U_M$. In the max-min rule of the hint, compression allows only subspaces inside the span of $U_M$. A maximum over fewer candidates cannot be larger, so $\mu_k\le\lambda_k$ for $k\le M$.

The derivative $f'(x)=1/(1+x)-1=-x/(1+x)$ is not positive for $x\ge0$, and $f(0)=0$. Hence $f$ is decreasing and $f\le0$, which gives

$$\sum_{k\le M}f(\mu_k)\;\ge\;\sum_{k\le M}f(\lambda_k(\omega))\;\ge\;\sum_{k\le N}f(\lambda_k(\omega)).$$

The middle sum is what the $M$ leading eigenvectors of $\Pi(\omega)$ itself would give. Call its integral, with the prefactor $1/2\pi$, $E_M^{\rm opt}$. Then

$$E_c\le E_M^{\rm opt}\le E_M .$$

The same argument applied to $U_M$ inside $U_{M+1}$ gives $E_{M+1}\le E_M$. The correlation energy is approached from above without oscillation, and $E_N=E_c$. The proof uses no special property of the static vectors, so it holds for any nested fixed basis.

### 3. Two sources of error

In the static basis write

$$\Pi(\omega)=\begin{pmatrix}P&R\\R^T&Q\end{pmatrix},$$

with $P$ the kept block and $Q$ the discarded one. Since $\mathrm{Tr}\,\Pi=\mathrm{Tr}P+\mathrm{Tr}Q$,

$$\mathrm{Tr}f(P)-\mathrm{Tr}f(\Pi)=\ln\det(1+P)-\ln\det(1+\Pi)+\mathrm{Tr}Q .$$

Adding and subtracting $\ln\det(1+Q)$ turns this into $C+D$, with

$$C=\ln\frac{\det(1+P)\det(1+Q)}{\det(1+\Pi)},\qquad D=\mathrm{Tr}Q-\ln\det(1+Q).$$

The truncation part $D=-\mathrm{Tr}f(Q)$ is not negative. For the coupling part, block elimination gives

$$\det(1+\Pi)=\det(1+P)\,\det\!\big(1+Q-R^T(1+P)^{-1}R\big).$$

The subtracted matrix is positive semidefinite and the remainder is positive definite, so the second determinant is at most $\det(1+Q)$. Hence $C\ge0$.

At $\omega=0$ the basis diagonalizes $\Pi$, so $R=0$ and $C=0$. At large $\omega$ all blocks fall as $\omega^{-2}$. Both $C$ and $D$ are of second order in the blocks, so they fall as $\omega^{-4}$. Coupling therefore acts at intermediate frequencies. Truncation is largest at $\omega=0$, because every weight $4d/(d^2+\omega^2)$ decreases with $\omega$, and so do the eigenvalues of $Q$.

The error of the frequency-dependent basis is a pure truncation error, $D^{\rm opt}$, from the $N-M$ smallest eigenvalues of $\Pi(\omega)$. The eigenvalues of $Q$ cannot lie below these, by the max-min rule applied to $-\Pi$. So $D\ge D^{\rm opt}$, and the price of fixing the basis has two non-negative parts:

$$E_M-E_M^{\rm opt}=\frac1{2\pi}\int_0^\infty\big[C+(D-D^{\rm opt})\big]d\omega .$$

If all gaps had one value $d$, then $\Pi(\omega)=\Pi(0)\,d^2/(d^2+\omega^2)$. The eigenvectors and their order would not change with frequency, and the price would vanish. A spread of gaps is thus necessary for a price.

### 4. A bound without a frequency grid

Because $\mu_k\le\lambda_k(\omega)$, we have $\ln\det(1+P)\le\ln\det(1+\Pi)$. The equation for $\mathrm{Tr}f(P)-\mathrm{Tr}f(\Pi)$ in part 3 then shows that this difference is at most $\mathrm{Tr}Q$. With $\int_0^\infty d/(d^2+\omega^2)\,d\omega=\pi/2$, the integral of the trace is

$$\frac1{2\pi}\int_0^\infty\mathrm{Tr}Q\,d\omega=\frac1{2\pi}\cdot4\cdot\frac\pi2\sum_{k>M}\sum_{ia}(u_k\cdot B_{ia})^2 .$$

The prefactor is one, so

$$0\le E_M-E_c\le W_M,\qquad W_M=\sum_{k>M}\sum_{ia}(u_k\cdot B_{ia})^2 .$$

This bound is safe but can be very loose. It is linear in the discarded block, whereas $D\approx\tfrac12\mathrm{Tr}Q^2$ when $Q$ is small. The other part, $C\approx\mathrm{Tr}\,R^T(1+P)^{-1}R$ for small $Q$, can be linear in $Q$, but it vanishes at $\omega=0$ and falls as $\omega^{-4}$ at large $\omega$, while $\mathrm{Tr}Q$ is largest at $\omega=0$ and falls only as $\omega^{-2}$. For LiH at $M=40$ the bound is 255.68 mHa and the error 1.25 mHa.

### 5. The frequency integral

Let $G=BU_M$ and $V_M=GG^T$, and let $d$ also denote the diagonal matrix of gaps. The determinant identity of the hint, with the weights shared between the two sides, gives

$$\det(1+P)=\det\!\Big[1+(d^2+\omega^2)^{-1/2}\,4d^{1/2}V_Md^{1/2}\,(d^2+\omega^2)^{-1/2}\Big]=\frac{\det(\omega^2+S)}{\det(\omega^2+d^2)},$$

where $S=d^2+4d^{1/2}V_Md^{1/2}$. Let its eigenvalues be $\Omega_n^2$. We need

$$\int_0^\infty\ln\frac{\omega^2+\Omega^2}{\omega^2+d^2}\,d\omega=\pi(\Omega-d).$$

This holds because both sides vanish at $\Omega=d$, and the derivative of the left side with respect to $\Omega$ is $\int_0^\infty2\Omega/(\omega^2+\Omega^2)\,d\omega=\pi$. The trace integrates to $2\pi\sum_{ia}(V_M)_{ia,ia}$, as in part 4. Therefore

$$E_M=\frac12\Big[\sum_n\Omega_n-\sum_{ia}d_{ia}\Big]-\sum_{ia}(V_M)_{ia,ia}.$$

A fixed basis thus amounts to the full RPA with a projected Coulomb interaction $V_M$. The $\Omega_n$ are its oscillator frequencies. The energy is their zero-point shift with the part linear in $V_M$ removed. A basis that changes with $\omega$ would make $V_M$ depend on $\omega$, and this integration would not apply.

### 6. LiH

The bond length is set to 1.60 Å. The orbitals come from the PBE functional in the def2-QZVPP basis, and all four electrons are correlated. With 2 occupied and 63 virtual orbitals, $N=2\times63=126$. The integrals are factored without density fitting, so the errors below come from the subspace alone. The reference is the full RPA energy in this orbital basis,

$$E_c=-0.1390\ \text{hartree}=-3.783\ \text{eV}.$$

It is not converged with respect to orbitals: uncontracting the same basis ($N=162$) already lowers it by 6.9 mHa, to $-0.1459$ hartree. It also still carries the error of the RPA itself.

The gaps run from 0.101 to 11.10 hartree, so a price for the fixed basis is possible. The table gives errors relative to $E_c$ in millihartree (mHa). The last two columns are the integrated parts of the static error. The listed $M$ do not cut through degenerate groups of static eigenvalues.

| $M$ | static | optimal | coupling | truncation |
|---|---|---|---|---|
| 5 | 57.67 | 22.90 | 7.47 | 50.20 |
| 11 | 14.50 | 6.96 | 4.93 | 9.57 |
| 20 | 6.25 | 1.73 | 2.94 | 3.31 |
| 40 | 1.248 | 0.146 | 0.610 | 0.638 |
| 61 | 0.0333 | 0.0027 | 0.0268 | 0.0065 |

At $M=40$ the two parts add to $0.610+0.638=1.248$ mHa, which is $1.248/139.0=0.9\%$ of the correlation energy. The price of fixing the basis is $1.248-0.146=1.102$ mHa. Of this, 0.610 comes from coupling and $0.638-0.146=0.492$ from $D-D^{\rm opt}$. At higher frequency the discarded space is no longer the space of the weakest eigenvectors of $\Pi(\omega)$, which can happen both through a change of order and through a rotation of the eigenvectors. At $M=5$ the part $D-D^{\rm opt}$ dominates: $50.20-22.90=27.30$ mHa, against 7.47 from coupling.

The integrands at $M=40$ have the shape found in part 3. At $\omega=0$, 0.5, 2 and 10 hartree, $C$ is zero to rounding, $3.1\times10^{-4}$, $4.3\times10^{-4}$ and $1.3\times10^{-4}$. Over the same points $D$ falls from $1.3\times10^{-3}$ to $6.9\times10^{-5}$. The $\omega^{-4}$ decay sets in only well above the largest gap: the logarithmic slopes of $C$ and $D$ are $-2.4$ and $-2.7$ at $\omega=10$, and both are close to $-4$ at $\omega=100$.

When every gap is replaced by the mean gap, with the same integrals, the largest price over the subspace sizes examined drops from 34.8 mHa to $2.5\times10^{-9}$ mHa. This confirms that the price needs a spread of gaps.

The smallest $M$ that brings the error below a threshold, with every $M$ allowed, is:

| threshold (mHa) | static | optimal |
|---|---|---|
| 1 | 43 | 25 |
| 0.1 | 56 | 43 |
| 0.01 | 65 | 55 |

An error below 1 mHa needs $43/126=34\%$ of the full space, and one below 0.01 mHa needs $65/126=52\%$. These numbers belong to this molecule and this orbital basis. An exact factor of the same $V$ with more columns has the form $BO$, where $O$ has orthonormal rows. It leaves the nonzero $\lambda_k$, $V_M$ and $E_M$ unchanged, so the required $M$ stays the same and only the fraction changes. With other orbitals, or with approximated integrals, $M$ has to be measured again. In the uncontracted basis ($N=162$) the static counts for the three thresholds rise to 51, 68 and 81, and the error at $M=40$ rises to 1.94 mHa.

The static point is one choice among many. A fixed basis built at $\omega=1$ hartree gives 53.75 mHa at $M=5$, slightly better than the static 57.67. At $M=40$ it gives 2.12 mHa, which is worse than 1.25, and it needs 48 vectors for an error below 1 mHa. Neither basis is better at every size. The numerical check asserts that $E_M$ decreases with $M$, that $E_M^{\rm opt}\le E_M$, that the integrated $C$ and $D$ are non-negative and add up to the error, that the error stays below $W_M$, and that the formula of part 5 agrees with frequency quadrature.

## Variation 1: can static ranking keep the wrong vector?

Take two pairs with orthogonal $B$ vectors, so that $V$ is diagonal with elements $v_1,v_2$, and keep $M=1$.

**Solution.** Now $\Pi(\omega)$ is diagonal at all frequencies and $C=0$. The static eigenvalues are $4v_n/d_n$. By part 5, pair $n$ contributes

$$e_n=\tfrac12\sqrt{d_n^2+4d_nv_n}-\tfrac12d_n-v_n .$$

Since the root exceeds $d_n$, $|e_n|<v_n$ however small the gap is, while the static eigenvalue diverges as $d_n\to0$. Choose $d_2=v_2=v$, $v_1=v/4$ and $d_1=v/8$. The static eigenvalues are 8 and 4, so pair 1 is kept. The error is then $|e_2|=\tfrac12(3-\sqrt5)\,v$. Keeping pair 2 instead would leave an error below $v/4$, which is smaller because $\sqrt5<5/2$.

Static ranking can thus overrate pairs with small gaps. A basis taken at $\omega=v$ ranks by $v_nd_n/(d_n^2+\omega^2)$. This is $\tfrac1{32}/(\tfrac1{64}+1)=\tfrac2{65}$ for pair 1 and $\tfrac12$ for pair 2, so it keeps the better vector. The whole price here comes from a change of order, not from a rotation of the eigenvectors.

## Variation 2: what if the trace is not truncated?

The full trace of $\Pi(\omega)$ is cheap. Suppose it is combined with the logarithm of the kept block.

**Solution.** The integrand changes by $-\mathrm{Tr}Q$, so the energy becomes $E_M-W_M$. By part 4 this lies at or below $E_c$. For LiH at $M=40$, $W_M=255.68$ mHa, and the error becomes

$$1.25-255.68=-254.43\ \text{mHa},$$

larger in size than the correlation energy itself. For weak discarded directions the linear terms of $\ln(1+x)$ and $-x$ cancel, but only if both are kept or both are dropped. The logarithm and the trace must therefore be truncated together. The mixed expression does have one use: with $E_M$ it brackets $E_c$ from both sides.

## Computed values

```
LiH bond length: 1.60 angstrom
Orbitals: 65, occupied 2, virtual 63
Full subspace size N: 126
Frequency points: 80
Smallest, largest gap: 0.1014, 11.10 hartree
Leading static eigenvalues of Pi (no unit): 1.6868 0.8743 0.8743 0.6881 0.3486
Largest one by finite difference: 1.6868
E_c, projected-interaction formula: -0.1390251 hartree
E_c, explicit-spin RPA: -0.1390251 hartree
E_c, frequency quadrature: -0.1390251 hartree
E_c converted: -3.7831 eV
Errors in millihartree; last column: fixed basis from w = 1.0 hartree
  M  lambda_M   static  optimal    other
  5  0.348621  57.6719  22.8973  53.7530
 11  0.163506  14.5013   6.9565  21.4603
 20  0.054725   6.2487   1.7289   6.6155
 30  0.022573   2.1550   0.5419   4.1299
 40  0.015230   1.2481   0.1464   2.1175
 61  0.004322   0.0333   0.0027   0.1155
 81  0.000071   0.0001   0.0000   0.0020
100  0.000001   0.0000   0.0000   0.0000
Static-basis error parts and bound in millihartree
  M  coupling truncation  bound W_M
  5    7.4740    50.1979  1983.0032
 11    4.9300     9.5714   987.3782
 20    2.9417     3.3070   672.5580
 30    0.8154     1.3395   421.0460
 40    0.6098     0.6383   255.6757
 61    0.0268     0.0065    14.5426
 81    0.0001     0.0000     0.3038
100    0.0000     0.0000     0.0069
Smallest M with error below a threshold
1.00 millihartree: static 43, optimal 25, other 48
0.10 millihartree: static 56, optimal 43, other 63
0.01 millihartree: static 65, optimal 55, other 71
Error integrands at M = 40 (no unit)
w =  0.0 hartree: C = 2.665e-15, D = 1.282e-03
w =  0.5 hartree: C = 3.107e-04, D = 9.695e-04
w =  2.0 hartree: C = 4.311e-04, D = 6.039e-04
w = 10.0 hartree: C = 1.305e-04, D = 6.918e-05
Largest price of fixing, real gaps: 34.7746 millihartree
Same with equal gaps: 2.5e-09 millihartree
```
